# Thickness at which transfer-matrix multiplication loses a decaying gap state

## Definitions and conventions

An electron has an energy $E$ inside the gap of a one-dimensional crystal of period $a$. Over a thickness $L=Na$ one solution of the Schrödinger equation decays in amplitude by $e^{-\kappa L}$ and the other grows by $e^{\kappa L}$. Here $\kappa$ is an **amplitude** constant; the density changes with $2\kappa$. Lengths are in nm and energies in eV.

With $h=\hbar^2/(2m)=0.03810$ eV nm², the equation is $\psi''=(V-E)\psi/h$. The state vector is $(\psi,\phi)$ with $\phi=\psi'/q$ and $q=\pi/a$, so both components have the same unit. The cell matrix $M$ carries this vector across one period.

The relative spacing of double-precision numbers is $\varepsilon=2^{-52}=2.22\times10^{-16}$. The decaying solution is called lost when the relative error with which the stored product $\hat T_N$ carries it reaches one. The question is how this thickness $L^*$ behaves for small $\varepsilon$, and how large the first correction is.

## The two solutions in closed form

For two solutions, $W=\psi_1\psi_2'-\psi_1'\psi_2$ has $W'=\psi_1\psi_2''-\psi_1''\psi_2=0$. Since $M$ multiplies this determinant by $\det M$, it follows that $\det M=1$. The eigenvalues therefore obey

$$\lambda^2-\lambda\,\mathrm{tr}M+1=0,\qquad \lambda+\frac1\lambda=\mathrm{tr}M .$$

In the first gap $\mathrm{tr}M<-2$, so $\lambda_\pm=-e^{\pm\kappa a}$ and $\cosh\kappa a=-\tfrac12\mathrm{tr}M$.

Let the cell begin at a mirror point of the crystal. Write $M$ with rows $(A_1,b)$ and $(d,D_1)$. Reflection reverses the sign of $\phi$ and turns $M$ into its inverse. The reflected matrix has rows $(A_1,-b)$ and $(-d,D_1)$; the inverse has rows $(D_1,-b)$ and $(-d,A_1)$. Hence $A_1=D_1=-\cosh\kappa a$, and $\det M=1$ gives $bd=\sinh^2\kappa a$.

The first row of $Mv=\lambda_-v$ reads $-\cosh(\kappa a)\,v_1+b\,v_2=-e^{-\kappa a}v_1$, so

$$\frac{v_2}{v_1}=\frac{\cosh\kappa a-e^{-\kappa a}}{b}=\frac{\sinh\kappa a}{b}\equiv s .$$

The decaying vector is $(1,s)$ and, by the same step with $\lambda_+$, the growing one is $(1,-s)$. The product is

$$M^N=(-1)^N\begin{pmatrix}\cosh\kappa L&-s^{-1}\sinh\kappa L\\-s\sinh\kappa L&\cosh\kappa L\end{pmatrix},$$

because this matrix multiplies $(1,\pm s)$ by $(-1)^Ne^{\mp\kappa L}$, as $M^N$ must. Acting on $(1,s)$, its first row gives $\cosh\kappa L-\sinh\kappa L=e^{-\kappa L}$. Two numbers of size $e^{\kappa L}/2$ must cancel to leave the wanted one, and this is where the digits go.

## Leading order

Each multiplication adds a rounding error $E_n$:

$$\hat T_n=M\hat T_{n-1}+E_n,\qquad \hat T_0=1
\quad\Rightarrow\quad \hat T_N=M^N+\sum_{n=2}^{N}M^{N-n}E_n .$$

The sum starts at $n=2$ because multiplying by the unit matrix is exact. The error $E_n$ has the size $\varepsilon e^{\kappa na}$ of the last digits then stored, and the remaining cells amplify it by about $e^{\kappa(L-na)}$. The product of the two does not depend on $n$: errors made early and late end up at the same size. Let $u_-$ be the decaying vector scaled to unit length, and define $c$ by

$$\|(\hat T_N-M^N)u_-\|=c\,\varepsilon\,e^{\kappa L}.$$

The true result has length $e^{-\kappa L}$, so the relative error is

$$r(L)=c\,\varepsilon\,e^{2\kappa L}.$$

Setting $r=1$ and $c=1$ gives the leading estimate

$$L_0=\frac{\ln(1/\varepsilon)}{2\kappa}=\frac{36.04}{2\times1\ \text{nm}^{-1}}=18.0\ \text{nm}\quad(341\ \text{bohr}).$$

There the wanted amplitude is $\sqrt\varepsilon=1.5\times10^{-8}$, which double precision can store without difficulty. It is lost because its partner has reached $6.7\times10^{7}$ and shares the same matrix entries.

## First correction

With $c$ kept, $r=1$ reads $2\kappa L+\ln c(L)=\ln(1/\varepsilon)$. Put $L=L_0+\delta$ and expand $\ln c$ about $L_0$:

$$2\kappa\delta=-\ln c(L_0)-\delta\,\frac{c'}{c}\quad\Rightarrow\quad \delta=-\frac{\ln c(L_0)}{2\kappa+c'/c}\approx-\frac{\ln c}{2\kappa}.$$

If errors add up as $c\propto L^p$, then $c'/c=p/L$. Even for $p=1$ this is $1/18=0.06$ per nm beside $2\kappa=2$ per nm, so dropping it changes $\delta$ by about 3%.

A bound on $c$ follows from the closed form. Since $\cosh x$ and $\sinh x$ do not exceed $e^x$ for $x\ge0$, the root-sum-square norm obeys

$$\|M^m\|\le\sqrt{2+s^2+s^{-2}}\;e^{\kappa ma}=K e^{\kappa ma},\qquad K=|s|+\frac1{|s|} .$$

The absolute value is needed because $s$ has the sign of $b$, which depends on the mirror point chosen.

Each new entry is a sum of two products. Every term suffers two roundings of at most $\varepsilon/2$, so to first order in $\varepsilon$, $\|E_n\|\le\varepsilon\|M\|\,\|M^{n-1}\|$. Inserting both bounds in the sum gives

$$c\le (N-1)\,K^2\,\|M\|\,e^{-\kappa a}.$$

The bound grows linearly with thickness, so $L^*$ can fall below $L_0$ by no more than a term logarithmic in $N$. It does not limit $L^*$ from above: rounding errors may partly cancel, and the size of $c$ must then be measured.

## A crystal with a silicon-sized gap

Take $a=0.5$ nm, the free-electron mass, and a square-wave potential with equal widths at 0 and 1.8 eV. The gap runs from 1.804 to 2.946 eV. At $E=2.6449$ eV the wave numbers are $k_1=\sqrt{E/h}=8.33$ per nm in the well and $k_2=\sqrt{(E-1.8)/h}=4.71$ per nm above the step. A layer of width $w$ has the matrix with rows $(\cos kw,\ (q/k)\sin kw)$ and $(-(k/q)\sin kw,\ \cos kw)$. Half the trace of the product of two such layers is

$$\tfrac12\mathrm{tr}M=\cos\theta_1\cos\theta_2-\tfrac12\left(\frac{k_1}{k_2}+\frac{k_2}{k_1}\right)\sin\theta_1\sin\theta_2=-1.128,$$

with $\theta_1=k_1a/2=2.083$ and $\theta_2=k_2a/2=1.177$. As $\cosh0.5=1.128$, $\kappa a=0.5$ and $\kappa=1$ per nm.

With the cell starting at a well centre, $b=0.2730$, so $s=0.5211/0.2730=1.909$ and $K=2.433$. With $\|M\|=1.90$ and $N=36$ the bound is $c\le35\times5.92\times1.90\times0.607\approx240$. Rounding can therefore bring the loss forward by at most about $\ln(240)/2=2.7$ nm, to 15.3 nm.

Comparison of the double-precision product with 80-digit arithmetic puts the loss at 18.36 nm. Read backwards, this means $c=e^{-2\times0.34}=0.51$. The relative errors at other thicknesses give $c=r/(\varepsilon e^{2\kappa L})$ directly: 0.28 at 10 nm, 0.32 at 15 nm, 0.62 at 20 nm and 0.07 at 30 nm. They stay far below the bound. All come from the same rounding history, and each can scatter by a factor of several, so four of them cannot show how $c$ grows with thickness. Independent errors of equal size would make its typical value grow as $\sqrt N$. A straight-line fit of $\ln r$ from 5 to 30 nm has slope 2.01 per nm, against $2\kappa=2$.

The scaling with $\kappa$ and $\varepsilon$ holds to within 1 nm in the cases computed. For the same crystal at energies where $\kappa=0.8$ and $0.6$ per nm, the loss occurs at 22.5 and 30.4 nm; the estimates are 22.5 and 30.0 nm. In single precision, at $\kappa=1$ per nm, it occurs at 8.9 nm against an estimate of 8.0 nm.

Taking the unit roundoff $\varepsilon/2$ in place of $\varepsilon$ moves the estimate to 18.4 nm. That merely transfers a factor of two into $c$, so "about 18 nm" is as fine as the estimate deserves.

## Second case: marching one vector

Suppose a single decaying vector is multiplied forward, cell by cell. Rounding gives it a small growing part $\eta$. An error made after $n$ cells has the size $\varepsilon e^{-\kappa na}$ and then grows by $e^{\kappa(L-na)}$, so it adds only about $\varepsilon e^{-2\kappa na}$ to $\eta$. The first few cells therefore settle $\eta$, and it can be taken as constant afterwards. With unit vectors $u_\mp$ along $(1,\pm s)$,

$$x=(-1)^N\left(e^{-\kappa L}u_-+\eta e^{\kappa L}u_+\right),$$

$$\|x\|^2=e^{-2\kappa L}+\eta^2e^{2\kappa L}+2\eta g,\qquad g=u_-\!\cdot u_+=\frac{1-s^2}{1+s^2}=-0.57 .$$

The cross term does not depend on $L$. Setting the derivative to zero gives $e^{-2\kappa L}=\eta^2e^{2\kappa L}$, so the norm turns upward at $L=\ln(1/|\eta|)/(2\kappa)$, the same law with $|\eta|$ in place of $c\varepsilon$.

At 30 nm the computed norm is $1.51\times10^{-4}$, while the true one is $9.4\times10^{-14}$. Hence $|\eta|=1.51\times10^{-4}e^{-30}=1.4\times10^{-17}$, which predicts a turn at 19.4 nm. The computed norm is smallest at 19.5 nm, the nearest cell end.

## What survives, and the cure

Let flat leads at zero potential carry $1+r$ on the left and $t$ on the right, with wave number $k=k_1$. Let $A,B,C,D$ be the entries of the total matrix for $(\psi,\psi')$. Its inverse, with $AD-BC=1$ used, gives

$$1+r=t(D-ikB),\qquad 1-r=t\left(A+\frac{iC}{k}\right).$$

Adding the two removes $r$:

$$|t|^2=\frac{4}{(A+D)^2+(C/k-kB)^2}.$$

For large $L$, and apart from the common sign $(-1)^N$, $A+D\to e^{\kappa L}$ and $C/k-kB\to-\tfrac12(\sigma-\sigma^{-1})e^{\kappa L}$ with $\sigma=qs/k=1.44$. Since $1+\tfrac14(\sigma-\sigma^{-1})^2=\tfrac14(\sigma+\sigma^{-1})^2$,

$$|t|^2\to\frac{16\,e^{-2\kappa L}}{(\sigma+\sigma^{-1})^2}.$$

Here only large quantities enter. At 30 nm the stored product gives $3.08\times10^{-26}$, with a relative error of $4\times10^{-14}$.

The same amplitude evaluated forward, $t=A(1+r)+ikB(1-r)$, is a difference of huge terms, even when $r$ is correct to the last stored digit. Between 24 and 30 nm it has no correct digit: in this run 9 of the 13 values are exactly zero and the others are far too large. The number of zeros is an accident of rounding; the loss of all digits is not. The determinant fails in the same way, being wrong by $8\times10^{8}$ at 30 nm.

Two remedies follow from the analysis. In the Bloch basis $M$ is diagonal, so the small entry never shares a number with the large one; with an eigenvalue correct to the last stored digit, its relative error at 30 nm is $2\times10^{-15}$. Alternatively, one marches backward, where the wanted solution is the growing one. Starting from an arbitrary vector at 60 nm, the unwanted part at 40 nm is suppressed by about $e^{-2\times20}$. The amplitude ratio between 40 nm and 0 then comes out as $4.25\times10^{-18}=e^{-40}$, with a relative error of $3\times10^{-14}$.

## Several channels

If channels are mixed in one matrix, the errors grow with the largest constant, $\varepsilon e^{\kappa_{\max}L}$, while the wanted solution still falls as $e^{-\kappa L}$. Equating them gives

$$L^*\approx\frac{\ln(1/\varepsilon)}{\kappa+\kappa_{\max}} .$$

A three-dimensional calculation with in-plane plane waves has such channels. For the first in-plane reciprocal vector $G=2\pi/a$, at the mean potential of 0.9 eV, $\kappa_{\max}=\sqrt{G^2-(E-0.9)/h}=10.6$ per nm. If an in-plane variation of the potential mixes the channels strongly, the limit drops to $36.04/11.6=3.1$ nm; the layered potential used above does not mix them at all. Larger in-plane vectors, if kept in the calculation, lower it further. A uniform two-channel model with these two constants, mixed by a rotation of 30°, loses the slow solution at 3.2 nm. Weak mixing by an angle $\theta$ scales the error by about $\theta$ and delays the loss by about $\ln(1/\theta)/(\kappa+\kappa_{\max})$: in the same model it occurs at 3.4 nm for $\theta=10^{-2}$ and 3.9 nm for $\theta=10^{-4}$. The 18 nm figure therefore belongs to a single channel.

## Beside a real contact

The gap of 1.14 eV and the period of 0.5 nm are roughly those of silicon, but the model is not its band structure: silicon has an indirect gap and several evanescent states that depend on direction. A contact also has a field. At 0.05 MV/cm, a rough value for a moderately doped depletion layer, the energy moves 0.10 eV toward the upper band edge over 19 nm. Replacing $\kappa L$ by $\int\kappa\,dz$ with the local $\kappa$ then shifts the estimate from 18.0 to 19.3 nm. At 1 MV/cm, which in silicon needs doping near $10^{19}$ cm⁻³ and a depletion layer only about 10 nm wide, the band edge, 0.30 eV away, would be reached after 3 nm, and the uniform-gap estimate would no longer apply.

Temperature sets another scale. At 300 K the Boltzmann factor for reaching the upper edge is $8.8\times10^{-6}$. It equals $e^{-2\kappa L}$ at $0.301/(2\times0.02585)=5.8$ nm, prefactors left out. In this model, tunnelling at this energy is thus outweighed by thermal excitation well before the single-channel limit is met. The multichannel limit of about 3 to 4 nm lies inside the range where the tail still matters, so the decaying solution needs a stable method there. The transmission lasts longer only if it is taken from the inverse-matrix form, which needs just the slowly growing solution; in the 30° model, solving the matching equations directly for $r$ and $t$ fails at about 3.2 nm, together with the decaying solution. With the two constants above, $e^{\kappa L}$ sinks below the rounding error $\varepsilon e^{\kappa_{\max}L}$ at about $36.04/(10.6-1)=3.8$ nm for strong mixing. In the 30° model the inverse form fails near 4.0 nm, and later for weaker mixing.

## Calculated quantities

```
period 0.5 nm, potential step 1.8 eV, free-electron mass
hbar^2/(2m) = 0.03810 eV nm^2
gap edges: 1.8041 eV and 2.9458 eV; gap 1.1418 eV
largest kappa in gap: 1.1874 per nm at 2.3215 eV
chosen energy: 2.6449 eV, 0.3010 eV below upper edge
kappa there: 1.000000 per nm = 0.05292 per bohr
half trace of cell matrix: -1.127626
cell matrix row 1: -1.127626 0.273000
cell matrix row 2: 0.994652 -1.127626
double spacing eps: 2.2204e-16; ln(1/eps) = 36.0437
estimated loss thickness: 18.022 nm = 340.6 bohr
with unit roundoff eps/2: 18.368 nm
decaying amplitude there: 1.490e-08
growing amplitude there: 6.711e+07
kappa 0.6 per nm: measured 30.40 nm, estimate 30.04 nm
kappa 0.8 per nm: measured 22.49 nm, estimate 22.53 nm
kappa 1.0 per nm: measured 18.36 nm, estimate 18.02 nm
error prefactor c at kappa = 1 per nm: 0.51
growth rate of relative error: 2.011 per nm
relative error at 10 nm: 3.05e-08
relative error at 15 nm: 7.50e-04
relative error at 20 nm: 3.23e+01
relative error at 30 nm: 1.78e+09
single precision: measured 8.85 nm, estimate 7.97 nm
forward march turns at 19.5 nm, norm 3.57e-09
forward march norm at 30 nm: 1.51e-04
true norm at 30 nm: 9.36e-14
|det - 1| of stored product: 3.5e-08 (10 nm), 7.9e+08 (30 nm)
Bloch-basis relative error at 30 nm: 1.6e-15
transmission at 30 nm: 3.0761e-26, relative error 4.4e-14
true |t| at 30 nm: 1.75e-13
forward |t| at 30 nm: 0.00e+00
forward t, relative error at 10 nm: 3.8e-08
forward t, 24 to 30 nm: relative error 1.0e+00 to 1.9e+09
exact zeros among these 13 values: 9
backward march, amplitude 40 nm / 0 nm: 4.2484e-18
its relative error: 3.0e-14
in-plane channel: kappa_max = 10.589 per nm
two-channel loss: measured 3.16 nm, estimate 3.11 nm
field 0.05 MV/cm: estimated loss thickness 19.30 nm
energy shift across that thickness: 0.0965 eV
kT at 300 K: 0.02585 eV; Boltzmann factor 8.78e-06
exp(-2 kappa L) equals Boltzmann factor at 5.82 nm
```
